# What a short stress test says about saturation shift and time constant: verification in Python

```python
"""
Result under test: for threshold shift s(t) = A*(1 - exp(-(t/T)**b)),
readings with x = (t_end/T)**b small constrain C = A/T**b and b, but not
A and T separately. For log-spaced readings over a wide window,
  error of ln A = 36*(noise/s_end)*sqrt(b/n)/x,
n = readings per unit of ln t, s_end = C*t_end**b.
A: saturation shift (V), T: time constant (s), b: exponent,
q = 1/A (1/V); q = 0 is the pure power law C*t**b.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, least_squares
from scipy.stats import norm


def shift(t, A, T, b):
    return -A * np.expm1(-(t / T) ** b)


def covariance(t, A, T, b, noise, fit_offset=False):
    """Covariance of (ln A, ln T, b) from differences of the definition.
    With fit_offset the initial threshold is fitted too, and is itself
    measured once with the same noise."""
    p = np.array([np.log(A), np.log(T), b])
    h = 1e-4
    columns = []
    for k in range(3):
        d = np.zeros(3)
        d[k] = h
        up, down = p + d, p - d
        columns.append((shift(t, np.exp(up[0]), np.exp(up[1]), up[2])
                        - shift(t, np.exp(down[0]), np.exp(down[1]), down[2]))
                       / (2 * h))
    J = np.array(columns).T
    if fit_offset:
        J = np.column_stack([J, np.ones(len(t))])
        J = np.vstack([J, [0.0, 0.0, 0.0, 1.0]])
    return noise**2 * np.linalg.inv(J.T @ J)


def fit(t, y, q_fixed=None):
    """Least squares in (ln s_end, b, q); q may be zero or negative.
    Returns s_end, b, q and the residuals."""
    u = t / t[-1]
    log_u = np.log(u)
    free = q_fixed is None

    def parts(p):
        q = p[2] if free else q_fixed
        g = np.exp(p[0]) * u ** p[1]
        w = q * g
        small = np.abs(w) < 1e-5
        ws = np.where(small, 1.0, w)
        phi = np.where(small, 1 - w / 2, -np.expm1(-ws) / ws)
        dphi = np.where(small, -0.5 + w / 3,
                        ((1 + ws) * np.exp(-ws) - 1) / ws**2)
        return g, w, phi, dphi

    def residual(p):
        g, w, phi, dphi = parts(p)
        return g * phi - y

    def jacobian(p):
        g, w, phi, dphi = parts(p)
        cols = [g * np.exp(-w), g * log_u * np.exp(-w)]
        if free:
            cols.append(g**2 * dphi)
        return np.array(cols).T

    start = [np.log(y[-1]), 0.5] + ([0.05] if free else [])
    r = least_squares(residual, start, jac=jacobian, method="lm",
                      xtol=1e-12, ftol=1e-12, gtol=1e-12)
    assert r.success
    return np.exp(r.x[0]), r.x[1], (r.x[2] if free else q_fixed), r.fun


# Example: rough typical values for an amorphous In-Ga-Zn-O transistor
A, T, b = 10.0, 1e7, 0.4
t_start, t_end, per_decade, noise = 10.0, 1e4, 10, 5e-3
gate_V, initial_VT, oxide_nm, kelvin = 20.0, 1.0, 100.0, 300.0
activation_eV, breakdown_MVcm = 0.8, 10.0
ten_years = 10 * const.Julian_year


def log_times(end):
    count = int(round(per_decade * np.log10(end / t_start))) + 1
    return np.geomspace(t_start, end, count)


t = log_times(t_end)
clean = shift(t, A, T, b)
C = A / T**b
x = (t_end / T) ** b
s_end = C * t_end**b
n = per_decade / np.log(10)

# Test: bounds on the departure from the power law, also outside small x
t_wide = np.geomspace(1e-2, 1e9, 200)
gap = C * t_wide**b - shift(t_wide, A, T, b)
assert np.all(gap > 0)
assert np.all(gap <= (C * t_wide**b) ** 2 / (2 * A) * (1 + 1e-6))

# Test: inverse Gram matrix by quadrature against the rational numbers
basis = [lambda z: np.exp(z), lambda z: z * np.exp(z), lambda z: np.exp(2 * z)]
gram = np.array([[quad(lambda z: f(z) * g(z), -np.inf, 0,
                       epsabs=1e-12, epsrel=1e-11)[0] for g in basis]
                 for f in basis])
gram_diag = np.diag(np.linalg.inv(gram))
assert np.allclose(gram_diag, [260, 72, 324], rtol=1e-5)

# Test: wide-window error laws against derivatives of the definition
x_small = 0.005
end_small = T * x_small ** (1 / b)
t_dense = np.geomspace(end_small * 1e-12, end_small, 2401)
n_dense = 2400 / np.log(1e12)
cov = covariance(t_dense, A, T, b, noise)
ratio = noise / (A * x_small)
grad_end = np.array([1.0, -b, np.log(end_small / T)])
numeric = np.array([np.sqrt(cov[0, 0]), np.sqrt(cov[2, 2]) / b,
                    np.sqrt(grad_end @ cov @ grad_end)])
law = ratio * np.sqrt(b / n_dense) * np.array(
    [36 / x_small, np.sqrt(72), np.sqrt(260)])
assert np.allclose(numeric, law, rtol=0.04)  # finite x and end-point weight

# Test: how a power-law refit absorbs the curvature
D_pow, b_pow, _, _ = fit(t_dense, shift(t_dense, A, T, b), 0.0)
assert abs((1 - b_pow / b) / (2 * x_small / 9) - 1) < 0.05
assert abs(-np.log(D_pow / (A * x_small)) / (4 * x_small / 9) - 1) < 0.05

# Example: parameter errors, and test against repeated noisy fits
cov = covariance(t, A, T, b, noise)
err_lnA, err_lnT, err_b = np.sqrt(np.diag(cov))
corr_AT = cov[0, 1] / (err_lnA * err_lnT)
grad_C = np.array([1.0, -b, -np.log(T)])
err_lnC = np.sqrt(grad_C @ cov @ grad_C)
grad_end = np.array([1.0, -b, np.log(t_end / T)])
err_ln_end = np.sqrt(grad_end @ cov @ grad_end)
law_lnA = 36 * noise / s_end * np.sqrt(b / n) / x
assert abs(law_lnA / err_lnA - 1) < 0.25  # example window is finite
rng = np.random.default_rng(12)
trials = np.array([fit(t, clean + noise * rng.standard_normal(len(t)))[:3]
                   for _ in range(500)])
mc_q = np.std(trials[:, 2]) * A
mc_b = np.std(trials[:, 1])
no_finite_A = np.mean(trials[:, 2] <= 0)
assert abs(mc_q / err_lnA - 1) < 0.15   # sampling and nonlinearity
assert abs(mc_b / err_b - 1) < 0.15
assert abs(no_finite_A - norm.cdf(-1 / err_lnA)) < 0.08

# Example: noise-free misfit of a power law, and lower limit on A
_, b_power, _, misfit = fit(t, clean, 0.0)
chi2_power = np.sum(misfit**2) / noise**2
assert abs(np.sqrt(chi2_power) * err_lnA - 1) < 0.15
limit = norm.ppf(0.95) ** 2
q_limit = brentq(lambda q: np.sum(fit(t, clean, q)[3]**2) / noise**2 - limit,
                 1 / A, 20 / A)
assert chi2_power < limit  # A = infinity remains allowed

# Example: the same noisy readings fitted with A held at different values
noisy = clean + noise * np.random.default_rng(7).standard_normal(len(t))
table = []
for A_held in (5.0, 10.0, 20.0, np.inf):
    q = 1 / A_held
    D, bb, _, res = fit(t, noisy, q)
    TT = t_end * (q * D) ** (-1 / bb) if q > 0 else np.inf
    future = D * (ten_years / t_end) ** bb
    if q > 0:
        future = -np.expm1(-q * future) / q
    R2 = 1 - np.sum(res**2) / np.sum((noisy - noisy.mean())**2)
    table.append((A_held, TT, bb, D / t_end**bb,
                  np.sqrt(np.mean(res**2)) * 1e3, R2, future))
rms = np.array([row[4] for row in table])
assert rms.max() / rms.min() < 1.12
assert min(row[5] for row in table) > 0.998
assert table[-1][6] > 3 * table[0][6]

# Example: longer stress, with initial threshold known or fitted
longer = []
for fraction in (1e-3, 1e-2, 1e-1):
    tt = log_times(fraction * T)
    known = np.sqrt(covariance(tt, A, T, b, noise)[0, 0])
    fitted = np.sqrt(covariance(tt, A, T, b, noise, True)[0, 0])
    longer.append((fraction, fraction**b, known, fitted))
assert longer[0][2] > 1 and longer[1][2] < 0.5 and longer[2][2] < 0.1
assert all(row[3] > row[2] for row in longer)

# Neglected: temperature drift, linear in time, changing the rate 1/T
k_eV = const.k / const.e


def drifted(change):
    def rate(time):
        return np.exp(activation_eV / k_eV
                      * (1 / kelvin - 1 / (kelvin + change * time / t_end)))
    thermal_time = np.array([quad(rate, 0, end)[0] for end in t])
    return shift(thermal_time, A, T, b)


warm, cool = drifted(1.0), drifted(-1.0)
q_warm, q_cool = fit(t, warm)[2], fit(t, cool)[2]
assert q_warm < 0.5 / A and q_cool > 1.5 / A

# Neglected: falling overdrive gives another saturation law
overdrive = gate_V - initial_VT
g = C * t**b
A_apparent = 1 / fit(t, g / (1 + g / overdrive))[2]
assert abs(A_apparent / (overdrive / 2) - 1) < 0.08

# Neglected: timing, breakdown and Fowler-Nordheim charge
timing_mV = (shift(t[0] + 1, A, T, b) - clean[0]) * 1e3
field = gate_V / (oxide_nm * 1e-9)
barrier, mass_ratio = 3.0 * const.e, 0.4
exponent = (4 * np.sqrt(2 * mass_ratio * const.m_e) * barrier**1.5
            / (3 * const.hbar * const.e * field))
current = (const.e**3 * field**2 / (8 * np.pi * const.h * barrier * mass_ratio)
           * np.exp(-exponent))
capacitance = 3.9 * const.epsilon_0 / (oxide_nm * 1e-9)
tunnel_V = current * t_end / capacitance
assert tunnel_V < 1e-6 and field * 1e-8 < breakdown_MVcm

print(f"true A = {A:.1f} V, T = {T:.1e} s, b = {b:.2f}")
print(f"readings: {len(t)}, from {t_start:.0f} s to {t_end:.0f} s")
print(f"noise = {noise*1e3:.1f} mV; n = {n:.3f} per unit ln t")
print(f"C = A/T^b = {C:.5f} V/s^b")
print(f"x = (t_end/T)^b = {x:.4f}")
print(f"power-law end shift = {s_end:.4f} V; true = {clean[-1]:.4f} V")
print(f"end departure from C t^b = {(s_end-clean[-1])*1e3:.2f} mV")
print("inverse Gram diagonal =", np.round(gram_diag, 3))
print(f"error of ln A: wide-window law {law_lnA:.2f}, numeric {err_lnA:.2f}")
print(f"error of ln T = {err_lnT:.2f}; correlation lnA,lnT = {corr_AT:.5f}")
print(f"relative error of b = {100*err_b/b:.2f} %")
print(f"error of ln C = {err_lnC:.4f}; of ln s_end = {err_ln_end:.4f}")
print(f"500 noisy fits: spread of A_true/A_fit = {mc_q:.2f}")
print(f"500 noisy fits: spread of b = {mc_b:.4f}; predicted {err_b:.4f}")
print(f"fits preferring 1/A <= 0: {100*no_finite_A:.1f} %")
print(f"noise-free power-law refit: b = {b_power:.4f}")
print(f"  rms misfit = {np.sqrt(np.mean(misfit**2))*1e3:.3f} mV")
print(f"  chi-square excess = {chi2_power:.3f}; one-sided 95% cut {limit:.3f}")
print(f"typical 95% lower limit on A = {1/q_limit:.2f} V; no upper limit")
print("one noisy data set, A held fixed:")
for row in table:
    print(f"A={row[0]:.0f} V: T={row[1]:.2e} s, b={row[2]:.4f}, "
          f"C={row[3]:.5f} V/s^b")
    print(f"  rms={row[4]:.3f} mV, R2={row[5]:.5f}, 10-year={row[6]:.2f} V")
print("error of ln A for longer stress (initial VT known / fitted):")
for row in longer:
    print(f"t_end/T={row[0]:.3f}, x={row[1]:.3f}: {row[2]:.3f} / {row[3]:.3f}")
print(f"activation energy = {activation_eV:.1f} eV at {kelvin:.0f} K")
print(f"+1 K drift: end change {1e3*(warm[-1]-clean[-1]):.2f} mV, "
      f"fitted 1/A = {q_warm:.4f} 1/V")
print(f"-1 K drift: end change {1e3*(cool[-1]-clean[-1]):.2f} mV, "
      f"fitted 1/A = {q_cool:.4f} 1/V")
print(f"gate = {gate_V:.0f} V, initial VT = {initial_VT:.0f} V, "
      f"overdrive = {overdrive:.0f} V")
print(f"overdrive lost by end = {100*clean[-1]/overdrive:.2f} %")
print(f"overdrive-law data: apparent A = {A_apparent:.2f} V")
print(f"1 s timing error at first reading = {timing_mV:.2f} mV")
print(f"oxide {oxide_nm:.0f} nm: field {field*1e-8:.2f} MV/cm; "
      f"rough breakdown {breakdown_MVcm:.0f} MV/cm")
print(f"log10(tunnel-charge shift in V) = {np.log10(tunnel_V):.1f}")
print("tests ok")
```

It prints:

```
true A = 10.0 V, T = 1.0e+07 s, b = 0.40
readings: 31, from 10 s to 10000 s
noise = 5.0 mV; n = 4.343 per unit ln t
C = A/T^b = 0.01585 V/s^b
x = (t_end/T)^b = 0.0631
power-law end shift = 0.6310 V; true = 0.6115 V
end departure from C t^b = 19.49 mV
inverse Gram diagonal = [260.  72. 324.]
error of ln A: wide-window law 1.37, numeric 1.47
error of ln T = 3.94; correlation lnA,lnT = 0.99989
relative error of b = 2.43 %
error of ln C = 0.0483; of ln s_end = 0.0435
500 noisy fits: spread of A_true/A_fit = 1.53
500 noisy fits: spread of b = 0.0102; predicted 0.0097
fits preferring 1/A <= 0: 29.2 %
noise-free power-law refit: b = 0.3938
  rms misfit = 0.591 mV
  chi-square excess = 0.433; one-sided 95% cut 2.706
typical 95% lower limit on A = 3.11 V; no upper limit
one noisy data set, A held fixed:
A=5 V: T=1.49e+06 s, b=0.4088, C=0.01495 V/s^b
  rms=4.085 mV, R2=0.99937, 10-year=5.00 V
A=10 V: T=9.77e+06 s, b=0.4023, C=0.01541 V/s^b
  rms=3.979 mV, R2=0.99940, 10-year=9.83 V
A=20 V: T=6.07e+07 s, b=0.3992, C=0.01563 V/s^b
  rms=3.963 mV, R2=0.99941, 10-year=17.10 V
A=inf V: T=inf s, b=0.3962, C=0.01585 V/s^b
  rms=3.968 mV, R2=0.99941, 10-year=36.91 V
error of ln A for longer stress (initial VT known / fitted):
t_end/T=0.001, x=0.063: 1.467 / 2.096
t_end/T=0.010, x=0.158: 0.205 / 0.306
t_end/T=0.100, x=0.398: 0.030 / 0.041
activation energy = 0.8 eV at 300 K
+1 K drift: end change 12.42 mV, fitted 1/A = -0.0527 1/V
-1 K drift: end change -12.03 mV, fitted 1/A = 0.2423 1/V
gate = 20 V, initial VT = 1 V, overdrive = 19 V
overdrive lost by end = 3.22 %
overdrive-law data: apparent A = 9.71 V
1 s timing error at first reading = 1.54 mV
oxide 100 nm: field 2.00 MV/cm; rough breakdown 10 MV/cm
log10(tunnel-charge shift in V) = -30.6
tests ok
```
